# Capillary bending and collapse of tall resist lines during drying, part 2

A long resist line stands on a rigid base. During drying, liquid fills the gap on one side to the top while the other side is drained, and the line bends toward the liquid. Part I treated this to first order, with the gap held at its initial width $d$ when the load is computed.

The line has height $H$, width $w$, Young modulus $E$ and Poisson ratio $\nu$, and is linear elastic. The liquid has surface tension $\gamma$ and contact angle $\theta$, measured through the liquid. Surplus liquid can leave when the gap narrows. The coordinate $x$ points across the line toward the liquid, with $x = 0$ at mid-width, and $z$ points upward from the base. The displacement $u(z)$ is positive toward the liquid, and $\delta = u(H)$. Units are SI, and forces and moments are per unit length of line.

The suction $p$, the bending stiffness $D$ and the first-order tip deflection $\delta_0$ are

$$ p = \frac{2\gamma\cos\theta}{d} , \qquad D = \frac{E w^3}{12(1-\nu^2)} , \qquad \delta_0 = \frac{p H^4}{8D} = \frac{3(1-\nu^2) \gamma\cos\theta \, H^4}{E w^3 d} . $$

The factor $1-\nu^2$ arises because strain along the line is blocked. The suction gives the tip slope $pH^3/(6D)$ and the bending moment

$$ M(z) = \int_z^H p \, (t - z) \, dt = \frac{p}{2} (H - z)^2 . $$

The liquid surface also pulls sideways at the top, at the contact line, with $F = \gamma\sin\theta$. This adds the tip displacement $F H^3 / (3D)$ and the slope $F H^2 / (2D)$. Relative to the suction deflection, the added displacement is

$$ \frac{\gamma \sin\theta \, H^3 / (3D)}{2\gamma\cos\theta \, H^4 / (8Dd)} = \frac{4}{3} \, \frac{d}{H} \tan\theta . $$

The example has $\gamma = 30$ mN/m, $\theta = 10^\circ$, $E = 4$ GPa, $\nu = 0.35$, $w = d = 100$ nm and $H = 400$ nm, which give $p = 0.591$ MPa and $\delta_0 = 4.98$ nm. With $w$ reduced to 80 nm at the same $H$ and $d$, $\delta_0 = 9.7$ nm.

### 10. Finite width of the line

The plate formula neglects shear deformation. Its size can be estimated from the shear force $V = p(H - z)$. In a bent rectangular section the shear stress is parabolic across the width:

$$ \tau = \frac{3V}{2w} \left( 1 - \frac{4x^2}{w^2} \right) . $$

It vanishes at the faces and integrates to $V$. With the shear modulus $G = E / [2(1+\nu)]$, the elastic energy per unit height is

$$ \int_{-w/2}^{w/2} \frac{\tau^2}{2G} \, dx = \frac{1}{2G} \cdot \frac{9V^2}{4w^2} \cdot \frac{8w}{15} = \frac{6}{5} \cdot \frac{V^2}{2Gw} . $$

The corresponding mean shear slope is the derivative of this energy with respect to $V$, namely $6V/(5Gw)$. Integrating it over the height gives the extra deflection

$$ \delta_s = \frac{6p}{5Gw} \int_0^H (H - z) \, dz = \frac{3 p H^2}{5 G w} . $$

Since $D/G = w^3 / [6(1-\nu)]$, the relative size is

$$ \frac{\delta_s}{\delta_0} = \frac{24 D}{5 G w H^2} = \frac{4}{5(1-\nu)} \, \frac{w^2}{H^2} . $$

For $H/w = 4$ and $\nu = 0.35$ this estimate is 7.7 %. A plane-strain finite-element calculation of the clamped rectangle, which does not use the plate assumptions, gives a deflection about 7 % above the plate value. The excess is about 1 % at $H/w = 8$ and well below 1 % at $H/w = 16$. The mesh behind the listed output is coarse near the clamped corners and makes the line slightly too stiff. On refined meshes the excess rises from 6.6 % to 7.05 % at $H/w = 4$, from 1.2 % to 1.4 % at $H/w = 8$ and from 0.04 % to 0.14 % at $H/w = 16$.

At $H/w = 32$ the computed deflection lies 0.1 % below the plate value, which shear alone cannot explain. On refined meshes the deficit shrinks to 0.07 % but remains. The shortfall against the shear estimate is about $0.06\,w/H$ there, falls roughly as $w/H$ between $H/w = 16$ and 32, and vanishes for $\nu = 0$. This is what is expected if the clamped base stiffens the root of the line by blocking its Poisson strain across the width.

Between $H/w = 16$ and 32 the finite-element deflection varies with height to the power 3.998 and with width to the power $-2.998$ on the listed mesh (3.997 and $-2.997$ on refined meshes). These two exponents are not independent. At fixed pressure and modulus, scaling all lengths together scales the deflection by the same factor, so the exponents must add to 1. The calculation also confirms the effect of blocked strain: changing $\nu$ from 0 to 0.35 multiplies the deflection by 0.876, against $1 - \nu^2 = 0.878$ in the plate model.

### 11. Feedback between two facing lines

As a line bends toward the liquid, the gap at the top narrows and the suction rises. Consider two identical lines that share the filled gap, each drained on its outer side. By symmetry each moves inward by $\delta$, and the top gap becomes $d - 2\delta$.

The pressure in a liquid at rest is uniform when gravity is negligible. The surface at the top therefore sets the suction over the entire wetted height, even though the gap is wider below. Neglecting the contact-line pull and the tilt of the wall, the suction is $2\gamma\cos\theta/(d - 2\delta)$, which is the initial value divided by $1 - 2\delta/d$. The bending balance becomes

$$ \delta = \frac{\delta_0}{1 - 2\delta/d} . $$

Multiplying by the denominator, then by $d$, and collecting terms gives

$$ 2\delta^2 - d\,\delta + d\,\delta_0 = 0 . $$

The two solutions are

$$ \delta_\pm = \frac{d}{4} \left( 1 \pm \sqrt{1 - \frac{8\delta_0}{d}} \right) . $$

The lower one tends to zero with the load and is reached from the straight state. For small $\delta_0/d$ it becomes $\delta_- \approx \delta_0 (1 + 2\delta_0/d)$, so the $H^4/w^3$ law holds when $2\delta_0/d$ is small.

To find which solution is stable, compare the deflection that the load would sustain with the actual one. A small inward displacement is resisted if the right side of the balance grows more slowly than the left, that is, if

$$ \frac{d}{d\delta} \left( \frac{\delta_0}{1 - 2\delta/d} \right) = \frac{2\delta_0/d}{(1 - 2\delta/d)^2} < 1 . $$

At equilibrium $\delta_0 = \delta(1 - 2\delta/d)$, which turns the condition into

$$ \frac{2\delta/d}{1 - 2\delta/d} < 1 , \qquad \delta < \frac{d}{4} . $$

The lower solution is stable against this symmetric motion, and the upper one is unstable. They merge at

$$ \delta_0 = \frac{d}{8} , \qquad \delta = \frac{d}{4} . $$

For a larger $\delta_0$ no equilibrium exists before the tops meet. Half of the original gap is still open when equilibrium is lost. The criterion $\delta_0 = d/2$, which would let the first-order deflection close the gap, therefore overestimates the permissible load by a factor of 4.

The limit depends on what faces the line. If the opposite wall is rigid, the gap is $d - \delta$ and the balance is $\delta(1 - \delta/d) = \delta_0$. The left side has its maximum $d/4$ at $\delta = d/2$. A line facing a rigid wall thus tolerates twice the value of $\delta_0$ that a line in a flexible pair tolerates.

### 12. The collapse height

Setting $\delta_0 = d/8$ for the flexible pair gives

$$ \frac{3(1-\nu^2)\gamma\cos\theta \, H_c^4}{E w^3 d} = \frac{d}{8} , \qquad H_c = \left[ \frac{E w^3 d^2}{24 (1-\nu^2) \gamma\cos\theta} \right]^{1/4} . $$

The fourth root makes this height insensitive to the material constants. Halving $\gamma\cos\theta$, or doubling $E$, raises $H_c$ by the factor $2^{1/4} = 1.19$. Geometry matters more: scaling $w$ and $d$ together by a factor $k$ scales $H_c$ by $k^{5/4}$. The permissible aspect ratio $H_c/w$ therefore varies as $k^{1/4}$ and falls slowly as the pattern shrinks at fixed material constants.

At fixed pitch $P = w + d$ the collapse height is greatest when $w^3 (P - w)^2$ is greatest. Setting the derivative of its logarithm to zero gives

$$ \frac{3}{w} = \frac{2}{P - w} , \qquad w = \frac{3P}{5} . $$

Within this model, lines somewhat wider than the spaces are the most resistant choice.

For the example, $8\delta_0/d = 0.398$, and the pair deflection is

$$ \delta_- = 25 \ {\rm nm} \times (1 - \sqrt{0.602}) = 5.6 \ {\rm nm} . $$

This is 13 % above the first-order value and leaves a top gap of 89 nm. Since $\delta_0$ varies as $H^4$ and its limit is 12.5 nm, the collapse height is

$$ H_c = 400 \ {\rm nm} \times \left( \frac{12.5}{4.978} \right)^{1/4} = 504 \ {\rm nm} , $$

an aspect ratio of about 5.0. The 80 nm line of Part I, with $\delta_0 = 9.7$ nm, is still below the limit, but its actual deflection in a pair would be well above 9.7 nm.

### 13. Including contact-line pull and wall tilt

When the top of a wall leans into the gap by a small angle $\varphi$, the downward direction along the wall turns away from the gap by $\varphi$. The liquid surface still makes the angle $\theta$ with the wall, so its angle to the vertical is $\theta - \varphi$. Replacing $\theta$ by $\theta - \varphi$ in the force components gives

$$ p = \frac{2\gamma\cos(\theta - \varphi)}{d - 2\delta} , \qquad F = \gamma\sin(\theta - \varphi) . $$

The bending formulas for distributed and concentrated loads close the system:

$$ \delta = \frac{pH^4}{8D} + \frac{FH^3}{3D} , \qquad \varphi = \frac{pH^3}{6D} + \frac{FH^2}{2D} . $$

In the example these equations give a deflection of 5.9 nm instead of 5.6 nm, and a collapse height of 501 nm instead of 504 nm. The change in collapse height is small partly because the height enters the main load term to the fourth power. These equations omit the moment of the downward pull $\gamma\cos(\theta - \varphi)$ on the lever $\delta - u(z)$, which is of the same order as the tilt correction to $F$ and opposite in sign. Terms of this order raise the deflection by about 0.03 nm and move the collapse height by up to 1 nm, so the last digits quoted are not firm.

Finite width is not included in these figures. If it raised the compliance by 7 %, about the value found at $H/w = 4$, the collapse height would fall by the factor $1.07^{-1/4} = 0.983$. Near $H/w = 5$ a smaller reduction is expected. A collapse height of about 0.5 µm is a fair statement of what the elastic model supports for these parameters.

### 14. Filling state of the gaps

If the liquid has receded to a height $h < H$, the suction bends the part below $h$, and the part above continues in a straight line. Neglecting the contact-line pull and feedback, the tip deflection is the displacement at $h$ plus the slope there times the remaining height:

$$ \delta_h = \frac{p h^4}{8D} + (H - h) \frac{p h^3}{6D} = \frac{p h^3 (4H - h)}{24 D} . $$

It equals $\delta_0$ at $h = H$. At $h = H/2$ it is $(1/8)(3.5/3) = 0.15$ of $\delta_0$. The load is therefore most severe while the surface is near the top.

Equal filling of equally wide gaps removes the net load on a straight line, but it does not guarantee stability. Suppose that all gaps in a regular array are full and stay full, which requires that a widening gap is supplied with liquid from outside the array. Its narrower neighbours cannot supply it, because their liquid is at lower pressure. Let neighbouring lines lean in opposite directions by a small $\delta$, and neglect the contact-line pull and the wall tilt, which change the limiting height below by less than 1 % in the example. The gaps become alternately $d - 2\delta$ and $d + 2\delta$. The net suction toward the narrower gap is

$$ 2\gamma\cos\theta \left( \frac{1}{d - 2\delta} - \frac{1}{d + 2\delta} \right) \approx \frac{2\gamma\cos\theta}{d} \cdot \frac{4\delta}{d} . $$

This load would sustain a deflection $4\delta_0 \delta / d$. If that exceeds $\delta$, the disturbance grows, so the straight array is unstable to pairing when $\delta_0 > d/4$. The corresponding height is $2^{1/4}$ times $H_c$. For small disturbances, uniform filling thus raises the limit by 19 % in this model and does not remove it. Below this limit a large enough disturbance can still cause pairing, because the exact net suction grows faster than in proportion to $\delta$. With the exact expression, the straight array recovers only from alternating leans smaller than $(d/2)\sqrt{1 - 4\delta_0/d}$. If a widening gap is not refilled, its liquid level drops, its opposing suction acts on a smaller height, and the limit is lower.

### 15. Use of the formulas and their limits

A calculation in SI units can proceed as follows:

1. Compute $p$, $D$ and $\delta_0$ from the initial gap and the dry dimensions of the line, or from the swollen dimensions and modulus if these are known.
2. Evaluate $(4/3)(d/H)\tan\theta$ and $0.8\,w^2/[(1-\nu)H^2]$. If either exceeds the accepted error, include the contact-line pull or use a two-dimensional elastic calculation. Close to the limit in step 3 a smaller error must be demanded, because feedback multiplies a small relative error in $\delta_0$ by $(1 - 2\delta_-/d)/(1 - 4\delta_-/d)$ when $\delta_-$ is computed.
3. Compare $\delta_0$ with $d/8$ for a flexible pair. Below this limit use $\delta_-$; above it report loss of equilibrium, not a deflection.

The balance can also be solved by iteration, starting from zero and inserting each deflection into $\delta_0/(1 - 2\delta/d)$. This function increases with $\delta$, so the iterates rise. They cannot pass the lower solution if one exists, and they converge to it. If none exists, they eventually reach $d/2$ or beyond, and the calculation must stop there. Convergence becomes slow close to the limit.

Linear elasticity should be checked separately. The moment at the base is $pH^2/2$, and the bending stress at the face is $M(w/2)/(w^3/12) = 6M/w^2$. Hence

$$ \sigma_{\max} = 3p \left( \frac{H}{w} \right)^2 . $$

In the example this is $3 \times 0.591 \times 16 = 28$ MPa before feedback. At the collapse height of 504 nm the stress is much larger. Half of the gap is then closed, so the suction has doubled, and $\sigma_{\max} = 3 \times 1.18 \times 5.04^2 = 90$ MPa. The sharp corner at a rigid base concentrates the stress further. If the softened resist yields below the stress reached at the collapse height, the line can fail before $\delta_0 = d/8$, and the collapse height given here is then too high.

A compliant base adds another deflection. If it rotates by $c$ per unit moment per unit length, the tip moves by an additional $c \, (pH^2/2) \, H$. Relative to $\delta_0$ this is $4Dc/H$, so the addition varies as $H^3$ and matters most for short, stiff lines.

The model does not decide whether lines that touch will separate again after drying, since this depends on adhesion. It also leaves out detachment from the base, time-dependent deformation and the ends of lines, where the suction and the stiffness differ from those assumed here. The numerical output that follows lists the example values to more digits than these approximations justify for a real pattern.

## Values computed for the example and the checks

```
surface tension: 30.0 mN/m
contact angle: 10.0 degrees
Young modulus: 4.0 GPa
Poisson ratio: 0.35
line width: 100 nm
gap: 100 nm
line height: 400 nm
liquid density for gravity estimate: 1000 kg/m^3
meniscus radius: 50.77 nm
capillary suction: 0.5909 MPa
gravity pressure / suction: 6.64e-09
bending stiffness D: 3.7987e-13 N m
first-order tip deflection: 4.978 nm
deflection / gap, first order: 0.0498
self-consistent pair deflection: 5.606 nm
remaining top gap: 88.79 nm
first-order limit d/8: 12.50 nm
actual deflection at limit d/4: 25.00 nm
collapse height, simple model: 503.5 nm
collapse aspect ratio H/w: 5.035
first-order deflection at H=200 nm, w=100 nm: 0.311 nm
first-order deflection at H=300 nm, w=100 nm: 1.575 nm
first-order deflection at H=400 nm, w=80 nm, d=100 nm: 9.722 nm
first-order deflection, other gap full and 200 nm wide: 2.489 nm
contact-line contribution: 0.293 nm
contact-line contribution / first order: 0.0588
pair deflection with line pull and tilt: 5.925 nm
collapse height with line pull and tilt: 500.6 nm
finite-element / thin-plate deflection, H/w=4: 1.0661
finite-element / thin-plate deflection, H/w=8: 1.0117
finite-element / thin-plate deflection, H/w=16: 1.0004
finite-element / thin-plate deflection, H/w=32: 0.9989
finite-element height exponent, H/w=16 to 32: 3.9977
finite-element width exponent, H/w=32 to 16: -2.9977
finite-element deflection ratio nu=0.35 / nu=0: 0.8758
thin-plate factor 1-nu^2: 0.8775
finite-element / plate for top line force, H/w=16: 0.9997
```
